# Average Contact-Hole Failure Rate under Gaussian Dose Variation

## Setting

A contact hole printed by extreme-ultraviolet lithography can fail to open when it receives too little dose. Let \(x\) be the deviation of the mean delivered dose from its nominal value, in percent of the nominal dose. Thus \(x=-2\) means a dose 2 percent low. Near nominal dose, the failure probability of one hole is modelled by

\[
p(x)=p_0\,10^{-x/w},\qquad w=2\ \text{percent per decade}.
\]

The deviation \(x\) has a Gaussian distribution with zero mean and rms value \(\sigma=2\) percent:

\[
g(x)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-x^2/2\sigma^2}.
\]

Here \(p(x)\) is the probability at a given mean dose. It already includes the random number of photons absorbed in the hole and the randomness of the resist. The width \(\sigma\) describes variation of the mean dose itself, from hole to hole or from field to field.

The example uses round parameters: wavelength 13.5 nm, nominal dose 40 mJ/cm2, hole diameter 24 nm, absorbed fraction 0.2, \(p_0=10^{-10}\) per hole, and \(10^9\) holes per exposure field.

## Part (a): the average

**Question.** Show that the dose variation multiplies the average failure probability by about 14. Explain why neither the mean of the rates at \(x=\pm\sigma\) nor a second-order expansion in \(x\) suffices.

**Answer.** Since \(10=e^{\ln 10}\), the failure law can be written as

\[
p(x)=p_0e^{-kx},\qquad k=\frac{\ln 10}{w}=1.1513\ \text{per percent}.
\]

The average is the integral of this probability over the dose distribution:

\[
\langle p\rangle=\frac{p_0}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}\exp\!\left(-kx-\frac{x^2}{2\sigma^2}\right)dx .
\]

To complete the square, expand

\[
\frac{(x+k\sigma^2)^2}{2\sigma^2}=\frac{x^2}{2\sigma^2}+kx+\frac{k^2\sigma^2}{2}.
\]

The first two terms on the right are the negative of the exponent in the integral. Therefore

\[
-kx-\frac{x^2}{2\sigma^2}=-\frac{(x+k\sigma^2)^2}{2\sigma^2}+\frac{k^2\sigma^2}{2}.
\]

The last term does not depend on \(x\) and leaves the integral as a factor. What remains is a Gaussian with a displaced centre, whose integral is still \(\sqrt{2\pi}\,\sigma\). With \(\kappa=k\sigma\),

\[
\langle p\rangle=Mp_0,\qquad M=e^{\kappa^2/2}.
\]

For \(\sigma=w\), \(\kappa=\ln 10=2.3026\), so

\[
M=\exp\!\left[\frac{(\ln 10)^2}{2}\right]=e^{2.6509}=14.17 .
\]

Direct numerical integration gives 14.167. A random sample of 4,000,000 doses gives 14.17, with an expected sampling error of 0.71 percent of the mean.

The two rates at \(x=\pm\sigma\) are \(0.1p_0\) and \(10p_0\). Their mean is

\[
\frac{10+0.1}{2}\,p_0=5.05\,p_0 .
\]

This is the correct average for a dose that takes only those two values. That distribution has the same rms value as the Gaussian but no tail beyond \(-\sigma\). The rms value alone therefore does not fix the average; the shape of the distribution matters.

The second-order expansion uses \(\langle x\rangle=0\) and \(\langle x^2\rangle=\sigma^2\):

\[
\langle e^{-kx}\rangle\approx1-k\langle x\rangle+\frac{k^2}{2}\langle x^2\rangle=1+\frac{\kappa^2}{2}=3.65 .
\]

It is the start of the series \(e^{\kappa^2/2}=1+\kappa^2/2+(\kappa^2/2)^2/2+\cdots\). Here the third term, \(2.6509^2/2=3.51\), is larger than the second, 2.65, so the series cannot be cut there. The expansion is useful when \(\kappa\ll1\), that is, when the dose variation is much smaller than the dose change that alters the rate by a factor \(e\).

Because \(\ln M\) is proportional to \(\sigma^2\), the result is sensitive to the width. With \(w\) held at 2 percent per decade, \(M\) is 1.94 for 1 percent rms and 389 for 3 percent rms.

## Part (b): the doses responsible

**Question.** Find the distribution of dose among the failed holes. What fraction of all holes produces half of the failures? How does the median failure probability change?

**Answer.** The dose density among failures is the original density weighted by the failure probability and normalized by its average. The completed square gives

\[
g_{\rm f}(x)=\frac{p(x)g(x)}{\langle p\rangle}
=\frac{1}{\sqrt{2\pi}\,\sigma}\exp\!\left[-\frac{(x+k\sigma^2)^2}{2\sigma^2}\right].
\]

The factor \(e^{\kappa^2/2}\) in the numerator has cancelled \(M\). Failed holes thus have a Gaussian dose distribution of the same width, centred at

\[
x_{\rm f}=-k\sigma^2=-1.1513\times 4\ \text{percent}=-4.61\ \text{percent}.
\]

By symmetry about this centre, half of the failures come from doses below \(x_{\rm f}\). Let \(\Phi\) be the cumulative distribution of a unit Gaussian. The fraction of all holes with such doses is

\[
\Phi(x_{\rm f}/\sigma)=\Phi(-\kappa)=\Phi(-2.3026)=1.065\ \text{percent}.
\]

At the centre, the failure probability relative to nominal is

\[
\frac{p(x_{\rm f})}{p_0}=e^{k^2\sigma^2}=e^{\kappa^2}=200.7 .
\]

About one hole in a hundred therefore supplies half of the failures. The factor 14 is a compromise between very high rates and the small number of holes that have them.

The median does not change. Since \(p(x)\) decreases steadily with \(x\), half of the holes have \(p>p_0\) and half have \(p<p_0\), just as half have \(x<0\) and half have \(x>0\). A typical hole gives no sign of the increase in the mean.

## Part (c): measuring the average

**Question.** Suppose \(p(x)\) can be measured without error at each of \(n\) independently drawn doses. How large must \(n\) be for the standard error of the mean to be 10 percent of the mean?

**Answer.** Let \(r=p/p_0=e^{-kx}\). Its square is \(e^{-2kx}\), so its average follows from part (a) on replacing \(k\) by \(2k\):

\[
\langle r^2\rangle=e^{(2\kappa)^2/2}=e^{2\kappa^2}.
\]

With \(\langle r\rangle^2=e^{\kappa^2}\), the relative variance is

\[
\frac{\langle r^2\rangle-\langle r\rangle^2}{\langle r\rangle^2}
=e^{\kappa^2}-1=199.7 .
\]

The variance of the mean of \(n\) independent values is smaller by \(n\). The requirement is \(199.7/n=0.1^2\), which gives \(n\approx20{,}000\).

This figure depends on the far tail much more than \(M\) does. The weight in \(\langle r^2\rangle\) is centred at \(x=-2k\sigma^2=-4.6\sigma\), and about 95 percent of it lies below \(-3\sigma\). For the alternatives of part (f), \(n\) is about 1,800 with doses cut at \(\pm3\sigma\), about 4,400 in the threshold model and about 50,000 for the power law.

The value \(n\) is a number of independent doses, not a number of holes. Many holes sharing one dose count as one draw. With 100 draws, about one is expected below \(-4.61\) percent, yet that region supplies half of the mean. If failures are counted instead of \(p\) being known, the counting error is additional.

## Part (d): failures and yield of a field

**Question.** All holes in a field now share the same \(x\), which varies from field to field. At fixed \(x\), holes fail independently. Find the mean number of failures per field and the fraction of fields without a failure. Compare with holes that each draw their dose independently.

**Answer.** At nominal dose, the mean number of failures in \(N=10^9\) holes is

\[
\lambda_0=Np_0=10^9\times10^{-10}=0.100 .
\]

Averages add whether or not the doses are shared, so the mean over fields is

\[
\langle\lambda\rangle=M\lambda_0=14.17\times0.100=1.417 .
\]

For one field at fixed \(x\), the probability of no failure is \([1-p(x)]^N\). For small \(p\), \(\ln(1-p)\approx-p\), and therefore

\[
[1-p(x)]^N\approx e^{-Np(x)}=e^{-\lambda_0r(x)} .
\]

The fraction of fault-free fields is the average of this expression:

\[
Y=\left\langle e^{-\lambda_0r}\right\rangle .
\]

Numerical integration over the Gaussian gives \(Y=74.9\) percent. With every field at nominal dose, the fraction is \(e^{-0.100}=90.5\) percent.

If each hole draws its own dose independently, each fails with probability \(\langle p\rangle\), and the fraction becomes

\[
Y_{\rm ind}\approx e^{-N\langle p\rangle}=e^{-1.417}=24.3\ \text{percent}.
\]

The check's output calls this value a wrong yield because it does not apply to fields with a shared dose. The mean number of failures is the same in both cases, but their grouping differs. Since \(e^{-\lambda}\) is a convex function of \(\lambda\), its average is at least its value at the average \(\lambda\), so \(Y\geq Y_{\rm ind}\). With shared doses, 25.1 percent of fields contain failures, and these fields contain on average \(1.417/0.2506=5.65\) failures each. The fraction of faulty fields rises from 9.5 to 25.1 percent, a factor of 2.6, although the mean number of failures rises by a factor of 14.

## Part (e): compensation by a higher dose

**Question.** What increase \(S\) of the mean dose, in percent of the original nominal dose, restores \(\langle p\rangle=p_0\) at fixed absolute dose variation? What changes if the variation grows in proportion to the dose, or if an equal failure branch exists at high dose?

**Answer.** Replacing \(x\) by \(x+S\) multiplies every failure probability by \(e^{-kS}\). Hence

\[
\langle p\rangle=p_0e^{-kS+\kappa^2/2}.
\]

The average returns to \(p_0\) when the exponent vanishes:

\[
S=\frac{\kappa^2}{2k}=\frac{k\sigma^2}{2}=2.303\ \text{percent}.
\]

For a nominal dose of 40 mJ/cm2, this is \(40\times0.02303=0.921\) mJ/cm2.

If the variation grows with the dose, its rms value becomes \(\sigma(1+S/100)\), still in percent of the original nominal dose. Using \(kS=\kappa^2/2\),

\[
\frac{\langle p\rangle}{p_0}
=\exp\!\left\{\frac{\kappa^2}{2}\left[\left(1+\frac{S}{100}\right)^2-1\right]\right\}
=e^{2.6509\times0.0466}=1.13 .
\]

A 13 percent excess over \(p_0\) remains.

Too much dose can also cause failure, for example by merging neighbouring holes. Let this branch have probability \(p_0e^{+kx}\). While both probabilities are small, they may be added. A Gaussian centred at zero is symmetric, so each branch averages to \(Mp_0\). After a shift \(S\),

\[
\langle p_{\rm tot}\rangle=p_0M\left(e^{-kS}+e^{kS}\right)=2p_0M\cosh(kS).
\]

The minimum is at \(S=0\), where the total is \(M\) times its nominal value \(2p_0\). At the shift found above, \(e^{kS}=M\), and the factor relative to \(2p_0\) is

\[
\frac{M}{2}\left(\frac1M+M\right)=\frac{1+M^2}{2}=100.9 .
\]

Compensation by dose thus requires a much weaker high-dose branch. If its probability is \(b\,p_0e^{kx}\), the average after a shift is \(p_0M(e^{-kS}+b\,e^{kS})\), whose smallest value over \(S\) is \(2p_0M\sqrt b\). The average can return to \(p_0\) only if \(b\leq1/(4M^2)\approx0.0012\). These results hold at fixed absolute variation; if the variation grows with the dose, the limit on \(b\) tightens to about 0.0009, and for equal branches the optimum moves to \(S\approx-0.04\) percent with a gain of only 0.1 percent. With two equal branches, a shift of the mean dose therefore gives no useful help; within this model the average falls if \(\sigma\), the slope \(k\) or \(p_0\) itself is reduced.

## Part (f): when the exponential law or the Gaussian tail fails

**Question.** Estimate the change in \(M\) from saturation at \(p=1\), from removal of doses beyond \(\pm3\sigma\), and from curvature of \(\ln p\) against dose. For curvature, consider a power law in dose and a Gaussian threshold model, each with the same \(p_0\) and slope at nominal dose.

**Answer.** The exponential law reaches \(p=1\) at

\[
x=w\log_{10}p_0=2\times(-10)=-20\ \text{percent}.
\]

This is \(10\sigma\) below nominal. Limiting \(p\) to 1 lowers the average by a relative amount of \(1.6\times10^{-15}\), which is negligible.

Removing the tails matters more. Among failures, \(u=(x+\kappa\sigma)/\sigma\) is a unit Gaussian variable. The limits \(x=\pm3\sigma\) become \(u=\kappa\pm3\). Renormalizing the retained doses gives

\[
M_{\rm cut}=M\,\frac{\Phi(\kappa+3)-\Phi(\kappa-3)}{\Phi(3)-\Phi(-3)}=10.8 .
\]

Here \(\sigma\) is the width before the cut. Doses that are rare among all holes carry about a quarter of the uncut average.

For curvature, write

\[
\ln\frac{p}{p_0}=-kx-\frac{c x^2}{2},\qquad q=1+c\sigma^2>0 .
\]

The exponent in the average becomes

\[
-kx-\frac{qx^2}{2\sigma^2}
=-\frac{q}{2\sigma^2}\left(x+\frac{k\sigma^2}{q}\right)^2+\frac{\kappa^2}{2q}.
\]

The remaining Gaussian has width \(\sigma/\sqrt q\), so its integral supplies a factor \(1/\sqrt q\):

\[
M_c=\frac{1}{\sqrt q}\exp\!\left(\frac{\kappa^2}{2q}\right).
\]

Downward curvature, \(c>0\), reduces \(M\); upward curvature increases it.

A power law with the same initial slope is \(p=p_0(1+x/100)^{-n}\), with \(n=100k=115.1\). Expanding the logarithm gives

\[
\ln\frac p{p_0}=-n\left(\frac{x}{100}-\frac{x^2}{2\times100^2}+\cdots\right)
=-kx+\frac{k x^2}{200}+\cdots .
\]

Thus \(c=-k/100\) and \(q=1-0.0115\times4=0.954\), so \(M_c\approx16.5\). Integration of the full power law over \(\pm12\sigma\) gives 16.6. The range must be finite because the power law diverges at zero dose. The law already exceeds 1, and so is no longer a probability, at doses more than about 18 percent below nominal, but within the integration range such doses contribute negligibly.

In the threshold model, local noise \(\eta\), Gaussian with rms value \(s\), is added to \(x\). The hole fails if \(x+\eta<-m\). Hence

\[
p(x)=\Phi\!\left(-\frac{x+m}{s}\right).
\]

Matching \(p_0\) and the slope gives \(s=5.66\) percent and \(m=35.98\) percent. The sum \(x+\eta\) is Gaussian with variance \(\sigma^2+s^2\), so

\[
\langle p\rangle=\Phi\!\left(-\frac{m}{\sqrt{s^2+\sigma^2}}\right)
=\Phi\!\left(-\frac{35.98}{6.00}\right)\approx1.0\times10^{-9}.
\]

This is \(10.0\,p_0\). The factor is lower because \(\ln p\) becomes less steep towards low dose, where most failures arise. A slope measured at nominal dose is therefore insufficient: the law must be known near \(x=-4.6\) percent and over several percent around it.

## Part (g): photon noise and the real process

**Question.** Find the photon shot noise in one hole. Should it be added to \(\sigma\)? Assess the parameters and the factor 14 for a real process.

**Answer.** A photon of wavelength 13.5 nm has energy \(hc/\lambda=91.84\) eV. Dividing the dose by this energy gives 27.18 incident photons per nm2. The mean number absorbed in the hole is

\[
N_{\rm ph}=27.18\times\frac{\pi(24)^2}{4}\times0.2\approx2460 .
\]

For Poisson statistics the variance equals the mean, so the relative rms noise is \(1/\sqrt{2460}=2.02\) percent. Its closeness to \(\sigma\) follows from the chosen parameters. The estimate assumes that the full nominal dose reaches the hole. In a printed pattern the optical image sets the local dose; where that is lower, fewer photons are absorbed and the relative noise is larger.

It must not be added to \(\sigma\), because \(p(x)\) is already an average over photon arrivals at fixed mean dose. Adding it would give a variance of \(2^2+2.02^2=8.08\) percent squared and a false factor of \(\exp(1.1513^2\times8.08/2)\approx210\).

The dose, hole size and absorbed fraction are rough values in the regime of extreme-ultraviolet contact printing. A densely filled field can contain far more than \(10^9\) holes. The 2 percent rms variation is a choice made for the example, not a measured scanner value; it can be read as an effective variation that also expresses mask-size and process changes as equivalent dose. The slope depends on the resist and pattern and has to be measured. The value used here is not set by the photon count above: in the threshold model of part (f) it requires local noise \(s=5.66\) percent, 2.8 times the shot noise. If failure were a threshold on the number of absorbed photons alone, with the same \(p_0\), the slope would be about 0.73 percent per decade and the factor about \(3\times10^4\). A failure rate measured over many holes already contains the variation present among them, so only variation absent from that measurement belongs in \(\sigma\); otherwise it is counted twice. Real processes need not follow a straight exponential or have Gaussian dose tails. For the alternatives in part (f), the factor ranges from about 10 to 17; this is not a bound for other processes. Within the stated model, the average failure probability is \(1.4\times10^{-9}\) per hole. The numerical output lists the values used.

## Computed results

```
Dose change per decade w: 2.0 percent
Dose variation sigma: 2.0 percent rms
Slope k: 1.1513 per percent
kappa = k sigma: 2.3026
Exponent kappa^2/2: 2.6509
Multiplier M, formula: 14.167
Multiplier M, quadrature: 14.167
Multiplier M, sampling: 14.17
Number of random samples: 4000000
Expected sampling error: 0.71 percent
Multiplier for 1 percent rms: 1.940
Multiplier for 3 percent rms: 389.4
Shortcut, mean of rates at +-sigma: 5.05
Shortcut, second-order expansion: 3.65
Centre of failure-weighted dose: -4.605 percent
Rate there relative to nominal: 200.7
Holes below that dose: 1.065 percent
Failures from those holes: 50.0 percent
Relative variance of rate: 199.7
Dose values for 10 percent error: 19972
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Nominal dose: 40.0 mJ/cm2
Incident photons: 27.18 per nm2
Hole diameter: 24.0 nm
Absorbed fraction: 0.20
Absorbed photons per hole: 2460
Photon shot noise per hole: 2.02 percent rms
Nominal failure probability: 1.0e-10 per hole
Average failure probability: 1.417e-09 per hole
Holes per field: 1.0e+09
Failures per field at nominal dose: 0.100
Average failures per field: 1.417
Fault-free fields, all at nominal: 90.5 percent
Fault-free fields, shared dose: 74.9 percent
Wrong yield from mean failures: 24.3 percent
Compensating dose increase: 2.303 percent
Compensating dose increase: 0.921 mJ/cm2
Left-over factor if sigma grows with dose: 1.131
Two equal branches, factor unshifted: 14.17
Two equal branches, factor after shift: 100.9
Dose deviation where law reaches p=1: -20.0 percent
Relative loss from saturation: 1.6e-15
Multiplier, dose cut at +-3 sigma: 10.76
Multiplier, power law in dose: 16.60
Power-law exponent: 115.1
Multiplier, Gaussian threshold model: 10.02
Threshold model width s: 5.66 percent
Threshold model margin m: 35.98 percent
```
